# Ewald energy of a charged periodic cell with a neutralising background

## A single charge per cell

Place one point charge \(q\) in each cell of a lattice, with cell volume \(V\), and fill space with the uniform charge density \(-q/V\), so that each cell is neutral. Atomic units are used in the algebra: two charges at distance \(r\) have energy \(q_1q_2/r\).

Let \(\phi\) be the periodic potential, with its constant chosen so that its average over the cell is zero. The background then contributes \(\tfrac12(-q/V)\int_{\rm cell}\phi\,d^3r=0\), and the energy per cell is \(\tfrac12 q\) times the potential that all other charge produces at the point charge.

Split each point-charge potential with a parameter \(\eta>0\):

\[
\frac1r=\frac{\operatorname{erfc}(\eta r)}{r}+\frac{\operatorname{erf}(\eta r)}{r}.
\]

The second, smooth part is summed as a Fourier series without its constant term, so its cell average is zero. The first part is summed over the lattice directly, and its average is not zero. With \(x=\eta r\) and one integration by parts,

\[
\int\frac{\operatorname{erfc}(\eta r)}{r}\,d^3r
=\frac{4\pi}{\eta^2}\int_0^\infty x\operatorname{erfc}x\,dx
=\frac{4\pi}{\eta^2}\,\frac{1}{\sqrt\pi}\int_0^\infty x^2e^{-x^2}dx
=\frac{\pi}{\eta^2},
\]

because the last integral is \(\sqrt\pi/4\). The short-range potentials therefore have the average \(\pi q/(V\eta^2)\). It must be subtracted to make the average of \(\phi\) zero, which changes the energy by

\[
\frac q2\left(-\frac{\pi q}{V\eta^2}\right)=-\frac{\pi q^2}{2V\eta^2}.
\]

This is the background term. It does not represent the whole effect of the background: leaving out the constant Fourier term is the other part.

For \(q=+2\) in a cube of side 10 Å, with \(\eta=0.3\) Å\(^{-1}\), the real-space, reciprocal-space, self and background parts derived below give

\[
0.000+2.583-9.749-1.005=-8.171\ \text{eV},
\]

or \(-0.3003\) hartree.

## Setting and definition

**Assumptions.** The lattice is periodic in three dimensions, with vectors \(\mathbf R\) and a cell of any shape. The cell holds finitely many point charges \(q_i\) at positions \(\mathbf r_i\), no two of which coincide, even after a lattice translation. The net charge is \(q=\sum_iq_i\), and the background density is \(-q/V\). Write \(\mathbf r_{ij}=\mathbf r_i-\mathbf r_j\) and \(d=|\mathbf r_{ij}+\mathbf R|\). A prime on a sum over \(i,j,\mathbf R\) omits \(i=j\) at \(\mathbf R=0\), the interaction of a point charge with itself.

Coulomb sums over a lattice do not converge absolutely. The interaction is therefore first replaced by \(e^{-\kappa r}/r\) with \(\kappa>0\), whose integral over space is \(4\pi\int_0^\infty re^{-\kappa r}dr=4\pi/\kappa^2\). The energies per cell are:

- ions with ions: \(\tfrac12\sum'q_iq_je^{-\kappa d}/d\);
- ions with background: \(\sum_iq_i(-q/V)(4\pi/\kappa^2)=-4\pi q^2/(V\kappa^2)\);
- background with itself: \(\tfrac12V(-q/V)^2(4\pi/\kappa^2)=+2\pi q^2/(V\kappa^2)\).

**Definition.** The Coulomb energy per cell is \(E=\lim_{\kappa\to0}E_\kappa\), where

\[
E_\kappa=\frac12{\sum_{i,j,\mathbf R}}'q_iq_j\frac{e^{-\kappa d}}{d}-\frac{2\pi q^2}{V\kappa^2}. \tag{1}
\]

This definition describes the periodic bulk. It contains no energy from the surface of a finite sample.

## The theorem

Let \(\mathbf G\) run over the reciprocal vectors, for which \(e^{i\mathbf G\cdot\mathbf R}=1\), and let \(S(\mathbf G)=\sum_iq_ie^{i\mathbf G\cdot\mathbf r_i}\), so that \(S(0)=q\).

**Theorem.** Under these assumptions the limit exists and, for every \(\eta>0\),

\[
E=\frac12{\sum_{i,j,\mathbf R}}'q_iq_j\frac{\operatorname{erfc}(\eta d)}{d}
+\frac{2\pi}{V}\sum_{\mathbf G\ne0}\frac{|S(\mathbf G)|^2}{G^2}e^{-G^2/4\eta^2}
-\frac{\eta}{\sqrt\pi}\sum_iq_i^2-\frac{\pi q^2}{2V\eta^2}. \tag{2}
\]

The right-hand side does not depend on \(\eta\).

### Lemma 1: the screened interaction as Gaussians

For \(r,\kappa>0\),

\[
\frac{e^{-\kappa r}}r=\frac2{\sqrt\pi}\int_0^\infty e^{-r^2t^2-\kappa^2/4t^2}dt.
\]

*Proof.* Put \(y=rt-\kappa/(2t)\). Then \(r^2t^2+\kappa^2/(4t^2)=y^2+\kappa r\), so the integral equals \(e^{-\kappa r}K\) with \(K=\int_0^\infty e^{-y^2}dt\). The substitution \(t\to\kappa/(2rt)\) changes \(y\) into \(-y\) and gives \(K=\int_0^\infty\frac{\kappa}{2rt^2}e^{-y^2}dt\). Add \(r\) times each of the two forms of \(K\):

\[
2rK=\int_0^\infty\left(r+\frac{\kappa}{2t^2}\right)e^{-y^2}dt=\int_{-\infty}^{\infty}e^{-y^2}dy=\sqrt\pi,
\]

since the bracket is \(dy/dt\). Thus \(K=\sqrt\pi/(2r)\), which proves the lemma. ∎

### Lemma 2: Poisson summation of Gaussians

For \(t>0\),

\[
\sum_{\mathbf R}e^{-t^2|\mathbf r+\mathbf R|^2}=\frac{\pi^{3/2}}{Vt^3}\sum_{\mathbf G}e^{-G^2/4t^2}e^{i\mathbf G\cdot\mathbf r}. \tag{3}
\]

*Proof.* The left side is a smooth periodic function of \(\mathbf r\), so it equals its Fourier series. Because \(e^{i\mathbf G\cdot\mathbf R}=1\), the cell integrals for all \(\mathbf R\) join into one integral over space, and the coefficient is \(\frac1V\int e^{-t^2r^2-i\mathbf G\cdot\mathbf r}d^3r\). It factorises into three integrals. Completing the square in each one, and shifting the path of integration back to the real axis, gives

\[
\int_{-\infty}^\infty e^{-t^2x^2-igx}dx=e^{-g^2/4t^2}\int_{-\infty}^\infty e^{-t^2x^2}dx=\frac{\sqrt\pi}{t}e^{-g^2/4t^2}.
\]

The shift is allowed because the integrand is analytic and vanishes at large \(|x|\). The product of the three factors is the stated coefficient. ∎

### Proof of the formula

Insert Lemma 1 into (1) and cut the \(t\) integral at \(\eta\).

**Part \(t>\eta\).** As \(\kappa\to0\), the substitution \(u=rt\) gives

\[
\frac2{\sqrt\pi}\int_\eta^\infty e^{-r^2t^2}dt=\frac1r\,\frac{2}{\sqrt\pi}\int_{\eta r}^\infty e^{-u^2}du=\frac{\operatorname{erfc}(\eta r)}r.
\]

For \(\kappa>0\) the corresponding function is positive and no larger than this limit. Since the sum of \(\operatorname{erfc}(\eta d)/d\) converges, the limit may be taken term by term. The result is the first term of (2).

**Part \(t<\eta\).** Define

\[
g_\kappa(r)=\frac{2}{\sqrt\pi}\int_0^\eta e^{-r^2t^2-\kappa^2/4t^2}dt .
\]

This is finite at \(r=0\), so the omitted self terms can be added and subtracted:

\[
\frac12{\sum_{i,j,\mathbf R}}'q_iq_jg_\kappa(d)=\frac12\sum_{i,j,\mathbf R}q_iq_jg_\kappa(d)-\frac12g_\kappa(0)\sum_iq_i^2. \tag{4}
\]

In the complete sum use (3) and \(\sum_{ij}q_iq_je^{i\mathbf G\cdot\mathbf r_{ij}}=|S(\mathbf G)|^2\). Let \(A=G^2+\kappa^2\). With \(u=1/t^2\), \(du=-2t^{-3}dt\),

\[
\int_0^\eta t^{-3}e^{-A/4t^2}dt=\frac12\int_{1/\eta^2}^\infty e^{-Au/4}du=\frac2Ae^{-A/4\eta^2}.
\]

The complete sum in (4) is therefore

\[
\frac12\cdot\frac2{\sqrt\pi}\cdot\frac{\pi^{3/2}}V\sum_{\mathbf G}|S(\mathbf G)|^2\,\frac2Ae^{-A/4\eta^2}
=\frac{2\pi}V\sum_{\mathbf G}\frac{|S(\mathbf G)|^2}{G^2+\kappa^2}e^{-(G^2+\kappa^2)/4\eta^2}.
\]

Sums and integrals may be exchanged here because the sums converge absolutely for \(\kappa>0\). As \(\kappa\to0\), the terms with \(\mathbf G\ne0\) become the second term of (2).

The term \(\mathbf G=0\) diverges by itself. Together with the last term of (1) it is

\[
\frac{2\pi q^2}{V\kappa^2}\left(e^{-\kappa^2/4\eta^2}-1\right)
=\frac{2\pi q^2}{V\kappa^2}\left(-\frac{\kappa^2}{4\eta^2}+O(\kappa^4)\right)
\longrightarrow-\frac{\pi q^2}{2V\eta^2}.
\]

Finally \(g_0(0)=2\eta/\sqrt\pi\), so the subtraction in (4) tends to \(-(\eta/\sqrt\pi)\sum_iq_i^2\). All four terms of (2) are obtained. Since (1) does not contain \(\eta\), neither the limit nor the value of (2) can depend on it. ∎

### Second proof of independence: differentiation

The cancellation can also be followed term by term. The series in (2) and their derivatives converge uniformly on any closed interval of positive \(\eta\), so they may be differentiated termwise. Since \(\frac{d}{d\eta}\operatorname{erfc}(\eta d)=-\frac{2d}{\sqrt\pi}e^{-\eta^2d^2}\), the real-space and self terms give

\[
-\frac1{\sqrt\pi}{\sum_{i,j,\mathbf R}}'q_iq_je^{-\eta^2d^2}-\frac1{\sqrt\pi}\sum_iq_i^2
=-\frac1{\sqrt\pi}\sum_{i,j,\mathbf R}q_iq_je^{-\eta^2d^2}. \tag{5}
\]

The self term supplies the omitted terms with \(d=0\). By (3) with \(t=\eta\), the right side of (5) equals

\[
-\frac{\pi}{V\eta^3}\sum_{\mathbf G}|S(\mathbf G)|^2e^{-G^2/4\eta^2},
\]

including \(\mathbf G=0\). Since \(\frac{d}{d\eta}e^{-G^2/4\eta^2}=\frac{G^2}{2\eta^3}e^{-G^2/4\eta^2}\), the reciprocal and background terms of (2) give

\[
\frac{\pi}{V\eta^3}\sum_{\mathbf G\ne0}|S(\mathbf G)|^2e^{-G^2/4\eta^2}+\frac{\pi q^2}{V\eta^3}.
\]

The last term is the missing \(\mathbf G=0\) contribution. The two expressions cancel, and \(dE/d\eta=0\). Without the background term the slope would be \(-\pi q^2/(V\eta^3)\). ∎

## Remarks on meaning and validity

**What independence does not fix.** Adding a constant \(C\) to (2) would leave it independent of \(\eta\). Differentiation alone therefore determines the background term only up to such a constant. Definition (1) sets it to zero.

**The zero of potential.** A shift \(\phi\to\phi+c\) changes the total energy by \(\tfrac12c(q-q)=0\), because ions and background have opposite total charge. If the background energy is dropped and \(\tfrac12\sum_iq_i\phi_i\) alone is kept, the shift changes the result by \(\tfrac12cq\). That shorter expression is the total energy when the average of \(\phi\) is zero.

**Limits.** For \(q=0\) the last term of (2) vanishes. For \(q\ne0\) it also fades as \(\eta\to\infty\), so the first three terms then approach \(E\). The reciprocal sum, however, extends to \(G\) of order \(\eta\), and so needs a number of vectors that grows roughly as \(\eta^3\).

**One charge in a cube.** If all lengths are multiplied by the same factor, every Coulomb energy is divided by it. One charge in a cube of side \(L\) therefore has \(E=-\alpha q^2/(2L)\), with a pure number \(\alpha\). The calculation gives \(\alpha=2.837297\). The energy tends to zero as \(L\to\infty\), which is the value for an isolated point charge when its self-energy is excluded. At finite \(L\), the energy belongs to the lattice with its background and not to the isolated charge.

**Conditions.** Without a background, a lattice with \(q\ne0\) has no finite energy per cell: the term \(2\pi q^2/(V\kappa^2)\) is left uncancelled. Formula (2) also assumes that the background is uniform. A background confined to part of the cell would bring in Fourier components with \(\mathbf G\ne0\), which (2) does not contain.

## A triclinic cell with net charge +2

Take the cell vectors \((4,0,0)\), \((1,5,0)\) and \((0.5,1,6)\) Å. Their matrix is triangular, so \(V=4\cdot5\cdot6=120\) Å\(^3\). The charges are \(+3\) at the origin, \(-2\) at \((2.75,3,3)\) Å and \(+1\) at \((2.3,0.9,2.4)\) Å. Hence \(q=2\) and \(\sum_iq_i^2=9+4+1=14\).

With lengths in Å, energies in eV follow from the factor \(e^2/(4\pi\varepsilon_0)=14.3996\) eV Å. At \(\eta=0.5\) Å\(^{-1}\) the two closed terms are

\[
-14.3996\,\frac{0.5}{\sqrt\pi}\,14=-56.869\ \text{eV},\qquad
-14.3996\,\frac{\pi\,2^2}{2\cdot120\cdot0.5^2}=-3.016\ \text{eV}.
\]

The parts, in eV, are:

| \(\eta\) (Å\(^{-1}\)) | real | reciprocal | self | background | total |
|---|---:|---:|---:|---:|---:|
| 0.3 | −4.439 | 1.528 | −34.121 | −8.377 | −45.410 |
| 0.5 | −1.287 | 15.761 | −56.869 | −3.016 | −45.410 |
| 1.0 | −0.021 | 69.102 | −113.738 | −0.754 | −45.410 |

Rounded entries may miss the total by one unit in the last digit. The energy is \(-45.410\) eV, or \(-1.6688\) hartree. Without the background term, the result would vary by \(8.377-0.754=7.623\) eV over this range of \(\eta\).

The derivatives at \(\eta=0.5\) Å\(^{-1}\), in eV Å and in the order of the columns, show the same cancellation:

\[
7.66019+94.01421-113.73782+12.06342=0.
\]

### How the screened energy approaches its limit

Formula (1) can be summed directly, without any splitting. For this it helps to know how \(E_\kappa\) approaches \(E\). Keep \(\kappa\) finite in the proof above, subtract (2) at the same \(\eta\), and let \(\eta\to\infty\). The short-range parts and the \(\mathbf G=0\) part vanish. The reciprocal parts leave \(1/(G^2+\kappa^2)-1/G^2\), and the self parts leave

\[
\frac12\sum_iq_i^2\,\frac2{\sqrt\pi}\int_0^\infty\left(1-e^{-\kappa^2/4t^2}\right)dt=\frac\kappa2\sum_iq_i^2 .
\]

To obtain this integral, set \(s=1/t\) and integrate by parts:

\[
\int_0^\infty\frac{1-e^{-\kappa^2s^2/4}}{s^2}ds=\frac{\kappa^2}2\int_0^\infty e^{-\kappa^2s^2/4}ds=\frac{\sqrt\pi\,\kappa}2.
\]

Therefore

\[
E_\kappa=E+\frac\kappa2\sum_iq_i^2-\frac{2\pi\kappa^2}V\sum_{\mathbf G\ne0}\frac{|S(\mathbf G)|^2}{G^2(G^2+\kappa^2)}. \tag{6}
\]

After the linear term is removed, the rest is even in \(\kappa\). Its expansion in powers of \(\kappa^2\) converges for \(\kappa\) below the smallest nonzero \(|\mathbf G|\), here \(2\pi/6=1.047\) Å\(^{-1}\), so values in that range can be extrapolated in \(\kappa^2\). At \(\kappa=0.2\) Å\(^{-1}\) the direct sum is \(-28.4736\) eV. With the conversion factor taken to more digits, the linear term is \(14.399645\cdot\tfrac12\cdot0.2\cdot14=20.1595\) eV, and removing it leaves \(-48.6331\) eV. Extrapolation from eight values of \(\kappa\) between 0.20 and 0.55 Å\(^{-1}\) gives \(-45.410\) eV, in agreement with (2).

The cube of the opening section has a separate numerical check with the unscreened interaction: divide space into neutral cubes, each made of a point charge at its centre and its background. The energy inside one cube (the charge with its own background, plus that background with itself) is \(-8.288\) eV. Half the sum of the Coulomb energies between that cube and all the others adds \(+0.117\) eV. The total per cell is \(-8.171\) eV.

## Values computed for the example and the checks

```
Coulomb constant e^2/(4 pi eps0) = 14.399645 eV angstrom
cell vector a = [4. 0. 0.] angstrom
cell vector b = [1. 5. 0.] angstrom
cell vector c = [0.5 1.  6. ] angstrom
charge +3 e: fractional [0. 0. 0.], Cartesian [0. 0. 0.] angstrom
charge -2 e: fractional [0.5 0.5 0.5], Cartesian [2.75 3.   3.  ] angstrom
charge +1 e: fractional [0.5 0.1 0.4], Cartesian [2.3 0.9 2.4] angstrom
net charge = +2 e, volume = 120.000 angstrom^3
integral of erfc(eta r)/r over space, eta = 0.5 1/angstrom: 12.566371 angstrom^2
Gaussian lattice sum: real space 0.414005740, reciprocal space 0.414005740 (no unit)
Ewald parts in eV: real, reciprocal, self, background | first three | total
eta 0.3 1/angstrom:   -4.439105    1.527627  -34.121346   -8.377374 |  -37.032824 |  -45.410199
eta 0.4 1/angstrom:   -2.372536    7.169738  -45.495128   -4.712273 |  -40.697926 |  -45.410199
eta 0.5 1/angstrom:   -1.286881   15.761447  -56.868910   -3.015855 |  -42.394344 |  -45.410199
eta 0.7 1/angstrom:   -0.338977   36.083954  -79.616474   -1.538701 |  -43.871497 |  -45.410199
eta 1.0 1/angstrom:   -0.020820   69.102405 -113.737820   -0.753964 |  -44.656235 |  -45.410199
spread of totals = 1.9e-14 eV
spread without background term = 7.623410 eV
Ewald energy = -45.410199 eV = -1.668794 hartree
d(real part)/d(eta) at eta = 0.5 1/angstrom: 7.66019 eV angstrom
d(reciprocal part)/d(eta) at eta = 0.5 1/angstrom: 94.01421 eV angstrom
d(self part)/d(eta) at eta = 0.5 1/angstrom: -113.73782 eV angstrom
d(background part)/d(eta) at eta = 0.5 1/angstrom: 12.06342 eV angstrom
slope of first three parts: -12.06342, formula -pi q^2/(V eta^3): -12.06342 eV angstrom
screened sum, kappa = 0.40 1/angstrom: -17.352085 eV; without linear term -57.671092 eV
screened sum, kappa = 0.30 1/angstrom: -22.267793 eV; without linear term -52.507048 eV
screened sum, kappa = 0.20 1/angstrom: -28.473627 eV; without linear term -48.633131 eV
screened sums extrapolated to kappa = 0: -45.410199 eV
cube: side = 10.0 angstrom, charge = +2 e, eta = 0.3 1/angstrom
cube real part = 0.000382 eV
cube reciprocal part = 2.582644 eV
cube self part = -9.748956 eV
cube background part = -1.005285 eV
cube Ewald energy = -8.171216 eV = -0.300287 hartree
cube constant alpha = -2 L E/q^2 = 2.837297 (no unit)
neutral cubes, 2 shells: -8.171214 eV
neutral cubes, 4 shells: -8.171216 eV
neutral cubes, 8 shells: -8.171216 eV
```
